# Spherical photon modes, their parities, and the missing J = 0 photon

An isolated atom in an excited stationary state can be taken to have definite angular momentum and, as long as parity is conserved, definite parity about its nucleus. If it emits one photon, the photon must carry away whatever angular momentum and parity the atom gives up. Plane-wave photons are poorly suited to this bookkeeping, because a plane wave is a superposition of infinitely many values of $J$. One needs photon states that themselves have definite $J$, $M$ and parity about the nucleus, and one needs to know which values occur. In particular, can a photon carry $J=0$, so that an atom could pass from one $J=0$ state to another by emitting it?

Take the free field in Coulomb gauge, $\nabla\cdot\mathbf A=0$, in atomic units with $4\pi\epsilon_0=1$. Then $\mathbf E=-\partial_t\mathbf A$, $\mathbf B=\nabla\times\mathbf A$, the frequency is $\omega=ck$, and the energy is

$$H=\frac1{8\pi}\int d^3r\,(\mathbf E^2+c^2\mathbf B^2).$$

A rotation $R$ turns a vector field into $R\,\mathbf A(R^{-1}\mathbf r)$: it moves the point and turns the arrow. For a small angle $\theta$ about $\mathbf n$ this is $(1-i\theta\,\mathbf n\cdot\mathbf J)\mathbf A$, with

$$\mathbf J=\mathbf L+\mathbf S,\qquad \mathbf L=-i\,\mathbf r\times\nabla,\qquad (S_a)_{ik}=-i\epsilon_{aik}.$$

The modes come from the scalar wave $\psi=j_J(kr)Y_{JM}(\hat{\mathbf r})$, which satisfies $\nabla^2\psi=-k^2\psi$. Since $\mathbf L$ commutes with $\nabla^2$, the vector field $\mathbf L\psi$ obeys the same equation. It is also transverse, because $\nabla\cdot(\mathbf r\times\nabla\psi)=\nabla\psi\cdot(\nabla\times\mathbf r)-\mathbf r\cdot(\nabla\times\nabla\psi)=0$. Its angular momentum follows from $[L_i,L_j]=i\epsilon_{ijk}L_k$:

$$(J_i\,\mathbf L\psi)_j=L_iL_j\psi-i\epsilon_{ijk}L_k\psi=L_iL_j\psi-[L_i,L_j]\psi=L_j(L_i\psi).$$

Thus $J_i$ acting on $\mathbf L\psi$ does what $L_i$ does to $\psi$, and $\mathbf L\psi$ carries the quantum numbers $J,M$. For $J\ge1$ define

$$\mathbf X_{JM}=\frac{\mathbf LY_{JM}}{\sqrt{J(J+1)}},\qquad \mathbf u^{\rm M}_{kJM}=\sqrt{\frac2\pi}\,k\,j_J(kr)\,\mathbf X_{JM},\qquad \mathbf u^{\rm E}_{kJM}=\frac1k\nabla\times\mathbf u^{\rm M}_{kJM}.$$

For $J=0$ the construction gives nothing, since $\mathbf LY_{00}=0$. The superscripts stand for magnetic and electric. The curl of a rotated field is the rotated curl, so $\mathbf u^{\rm E}$ has the same $J,M$. Because $\nabla\times\nabla\times\mathbf u=-\nabla^2\mathbf u=k^2\mathbf u$ for a transverse mode, also $\nabla\times\mathbf u^{\rm E}=k\,\mathbf u^{\rm M}$: the curl exchanges the two types.

To see the electric mode explicitly, expand the double product:

$$\nabla\times(\mathbf r\times\nabla\psi)=\mathbf r\nabla^2\psi-2\nabla\psi-(\mathbf r\cdot\nabla)\nabla\psi=\mathbf r\nabla^2\psi-\nabla\,\partial_r(r\psi),$$

where $(\mathbf r\cdot\nabla)\nabla\psi=\nabla(r\partial_r\psi)-\nabla\psi$ was used. Multiplication by $-i$ gives $\nabla\times\mathbf L\psi=ik^2\mathbf r\psi+i\nabla\partial_r(r\psi)$. The radial equation $(rj_J)''=[J(J+1)/r^2-k^2]\,rj_J$ reduces the radial part to $iJ(J+1)(j_J/r)Y_{JM}$. The tangential part is $(i/r)(rj_J)'\nabla_\Omega Y_{JM}$, with $\nabla_\Omega$ the gradient on the unit sphere, and $\hat{\mathbf r}\times\mathbf LY=i\nabla_\Omega Y$. Hence

$$\mathbf u^{\rm E}_{kJM}=\sqrt{\frac2\pi}\left[i\sqrt{J(J+1)}\,\frac{j_J}{r}Y_{JM}\hat{\mathbf r}+\frac{(rj_J)'}{r}\,\hat{\mathbf r}\times\mathbf X_{JM}\right].$$

The magnetic mode has no radial component; the electric one does.

Normalization and completeness are easiest in momentum space. The expansion of a plane wave in spherical waves gives $\int d\Omega_k\,e^{i\mathbf k\cdot\mathbf r}Y_{JM}(\hat{\mathbf k})=4\pi i^Jj_J(kr)Y_{JM}(\hat{\mathbf r})$. Apply $\mathbf L$ in $\mathbf r$. On the exponential it equals minus the same operator in $\mathbf k$, and integration by parts over the sphere supplies a second minus sign, so $Y$ is replaced by $\mathbf X$ on both sides. Therefore

$$\mathbf u^\tau_{kJM}(\mathbf r)=\frac{k(-i)^J}{(2\pi)^{3/2}}\int d\Omega_k\,e^{i\mathbf k\cdot\mathbf r}\,\mathbf a^\tau_{JM}(\hat{\mathbf k}),\qquad \mathbf a^{\rm M}=\mathbf X,\quad \mathbf a^{\rm E}=i\hat{\mathbf k}\times\mathbf X,$$

where $\tau$ is E or M, and the second amplitude arises because $\nabla\times$ becomes $i\mathbf k\times$.

The amplitudes are orthonormal on the sphere. For two $\mathbf X$'s the overlap is $\langle Y_{JM}|L^2|Y_{J'M'}\rangle/\sqrt{J(J+1)J'(J'+1)}=\delta_{JJ'}\delta_{MM'}$. Turning both by $\hat{\mathbf k}\times$ leaves this unchanged, as they are tangential. The mixed overlap is that of a surface gradient with a rotated surface gradient; the latter has zero surface divergence, so integration by parts gives zero. In momentum space the mode is $(-i)^J\delta(q-k)\,\mathbf a(\hat{\mathbf q})/k$, whence

$$\int d^3r\,\mathbf u^{\tau*}_{kJM}\cdot\mathbf u^{\tau'}_{k'J'M'}=\delta(k-k')\,\delta_{JJ'}\delta_{MM'}\delta_{\tau\tau'}.$$

They are also complete. Suppose a smooth tangential field $\mathbf T$ on the sphere is orthogonal to every amplitude. Integration by parts shows that its surface divergence and surface curl vanish. A curl-free field on the sphere is a gradient, $\mathbf T=\nabla_\Omega f$; zero divergence then gives $\int|\nabla_\Omega f|^2=-\int f^*\nabla_\Omega^2f=0$, so $\mathbf T=0$. Now take any smooth tangential field. The amplitudes are eigenfunctions of $J^2$, so moving $(J^2)^n$ onto the field shows that its expansion coefficients fall faster than any power of $J$. Its projection onto the amplitudes is therefore smooth, and the remainder is smooth and orthogonal to every amplitude, hence zero. Every smooth field thus lies in the span of the amplitudes, and smooth fields are dense in the square-integrable ones, so nothing is missing. It follows that at fixed $k$

$$\sum_{JM\tau}u_i(\mathbf r)u_j^*(\mathbf r')=\frac{k^2}{(2\pi)^3}\int d\Omega_k\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}(\delta_{ij}-\hat k_i\hat k_j).\tag{1}$$

Integrated over $k$, the right side is the transverse delta function $\delta^T_{ij}(\mathbf r-\mathbf r')$. Equation (1) was tested at a pair of points, with the left side summed over modes starting at $J=1$ and the right side obtained by quadrature.

Write $\alpha=(k,J,M,\tau)$ and let $\sum_\alpha$ include $\int_0^\infty dk$. The general real transverse field is

$$\mathbf A=\sum_\alpha\sqrt{\frac{2\pi}{\omega}}\,(a_\alpha\mathbf u_\alpha+a_\alpha^\dagger\mathbf u_\alpha^*),\qquad a_\alpha\propto e^{-i\omega t},$$

so that, with $\tilde{\mathbf u}$ the mode of the other type and the same $k,J,M$,

$$\mathbf E=\sum_\alpha i\sqrt{2\pi\omega}\,(a_\alpha\mathbf u_\alpha-a_\alpha^\dagger\mathbf u_\alpha^*),\qquad c\mathbf B=\sum_\alpha\sqrt{2\pi\omega}\,(a_\alpha\tilde{\mathbf u}_\alpha+a_\alpha^\dagger\tilde{\mathbf u}_\alpha^*).$$

The squares contain overlaps of two unconjugated modes. From $Y_{JM}^*=(-1)^MY_{J,-M}$ and $\mathbf L^*=-\mathbf L$ one finds, for both types, $\mathbf u^*_{kJM}=(-1)^{M+1}\mathbf u_{kJ,-M}$. Such overlaps thus connect $M$ with $-M$. Put $\eta=(-1)^{M+1}$ and let $\bar\alpha$ be $\alpha$ with $M$ reversed. Then

$$\int d^3r\,\mathbf E^2=2\pi\sum_\alpha\omega\,[a_\alpha a_\alpha^\dagger+a_\alpha^\dagger a_\alpha-\eta(a_\alpha a_{\bar\alpha}+a_\alpha^\dagger a_{\bar\alpha}^\dagger)],$$

and $c^2\int\mathbf B^2$ is the same with $+\eta$. The pair terms cancel in the sum, leaving $H=\frac12\sum_\alpha\omega(a_\alpha a_\alpha^\dagger+a_\alpha^\dagger a_\alpha)$: one oscillator for each mode.

Quantization imposes $[a_\alpha,a_\beta^\dagger]=\delta_{\alpha\beta}$, with $\delta(k-k')$ for the continuous label, and $[a_\alpha,a_\beta]=0$. With the zero-point energy dropped, $H=\sum_\alpha\omega a_\alpha^\dagger a_\alpha$, and $i[H,a_\alpha]=-i\omega a_\alpha$ reproduces the classical time dependence. The field commutator is

$$[A_i(\mathbf r),E_j(\mathbf r')]=-2\pi i\sum_\alpha\left(u_{\alpha i}(\mathbf r)u^*_{\alpha j}(\mathbf r')+u^*_{\alpha i}(\mathbf r)u_{\alpha j}(\mathbf r')\right)=-4\pi i\,\delta^T_{ij}(\mathbf r-\mathbf r').$$

Each term gives one transverse delta function, which is real. Since the momentum conjugate to $\mathbf A$ is $\partial_t\mathbf A/4\pi=-\mathbf E/4\pi$, this is the canonical commutator restricted to transverse fields.

A photon in mode $\alpha$ should inherit the mode's angular momentum. To show it, let $J_{\alpha\beta}$ be the matrix of a component of $\mathbf J$ between modes, $J\mathbf u_\beta=\sum_\gamma\mathbf u_\gamma J_{\gamma\beta}$, and define $\mathcal J=\sum a_\alpha^\dagger J_{\alpha\beta}a_\beta$. Then $[\mathcal J,a_\gamma]=-\sum_\beta J_{\gamma\beta}a_\beta$ and $[\mathcal J,a_\gamma^\dagger]=\sum_\alpha a_\alpha^\dagger J_{\alpha\gamma}$. The first turns $\mathbf u_\beta a_\beta$ in $\mathbf A$ into $-(J\mathbf u_\beta)a_\beta$. In the second, hermiticity gives $\sum_\gamma\mathbf u_\gamma^*J_{\alpha\gamma}=(J\mathbf u_\alpha)^*=-J\mathbf u_\alpha^*$, because $\mathbf L$ and $\mathbf S$ are purely imaginary. The factor $\sqrt{2\pi/\omega}$ does not interfere, since $J$ does not change $k$. Hence

$$[\mathcal J,\mathbf A]=-J\mathbf A,\qquad (1+i\theta\mathcal J)\,\mathbf A\,(1-i\theta\mathcal J)=(1-i\theta J)\mathbf A$$

to first order in $\theta$. This is the rotated field, so $\mathcal J$ is the angular momentum operator of the field. It annihilates the vacuum, and $a_\alpha^\dagger|0\rangle$ has angular momentum $J,M$ and energy $ck$. Because $k$ is continuous, normalizable states are superpositions over a range of $k$.

For parity, note that $\mathbf E$ is a force per charge and so a polar vector; $\mathbf A$ must be one too. Inversion $P$ therefore acts as $(P\mathbf A)(\mathbf r)=-\mathbf A(-\mathbf r)$. The operator $\mathbf L$ does not change under $\mathbf r\to-\mathbf r$, so $\mathbf X_{JM}(-\hat{\mathbf r})=(-1)^J\mathbf X_{JM}(\hat{\mathbf r})$, and

$$P\mathbf u^{\rm M}_{kJM}=-(-1)^J\mathbf u^{\rm M}_{kJM}=(-1)^{J+1}\mathbf u^{\rm M}_{kJM}.$$

The curl contains one derivative, which changes sign under inversion: $P(\nabla\times\mathbf A)=-\nabla\times(P\mathbf A)$. Consequently

$$P\mathbf u^{\rm E}_{kJM}=-\frac1k\nabla\times(P\mathbf u^{\rm M}_{kJM})=(-1)^J\mathbf u^{\rm E}_{kJM}.$$

With an even vacuum these are the parities of the one-photon states. An E1 photon is odd and an M1 photon even, so, where parity is conserved, an atom emitting E1 radiation changes its parity and one emitting M1 radiation keeps it.

The construction produced no mode with $J=0$, and completeness already implies that none exists. A direct proof shows the reason without using the mode list. A normalizable one-photon state $\sum_\alpha f_\alpha a_\alpha^\dagger|0\rangle$ corresponds to the transverse function $\sum_\alpha f_\alpha\mathbf u_\alpha$, with Fourier transform $\mathbf F(\mathbf k)$ obeying $\mathbf k\cdot\mathbf F=0$. If $J=0$, all three components of $\mathcal J$ annihilate the state, so it is unchanged by every rotation:

$$\mathbf F(R\mathbf k)=R\,\mathbf F(\mathbf k)\quad\text{for every }R.$$

(A square-integrable function is defined up to sets of measure zero; averaging $R\,\mathbf F(R^{-1}\mathbf k)$ over all rotations selects a version for which the rule holds in every direction.) Now choose for $R$ the half turn about $\mathbf k$ itself. It leaves $\mathbf k$ in place, so $\mathbf F(\mathbf k)=R\,\mathbf F(\mathbf k)$. But it reverses the part of $\mathbf F$ perpendicular to $\mathbf k$, which must then vanish. What remains is $\mathbf F=f(k)\hat{\mathbf k}$, and transversality gives $kf(k)=0$. Hence $\mathbf F=0$: there is no such state.

Both ingredients are needed. Without transversality the field $f(k)\hat{\mathbf k}$ would be a legitimate $J=0$ state. In position space the analogous field is $f(r)\hat{\mathbf r}$, and $\nabla\cdot(f\hat{\mathbf r})=(r^2f)'/r^2=0$ allows $f=C/r^2$ away from the origin. That field has a point source at the origin, so it is not a free transverse field.

A count that does not use the modes agrees. Take all vector functions of direction with orbital $L\le3$, diagonalize $J^2$, and remove the component along $\hat{\mathbf k}$. For $J=0$ there is one function, and nothing of it survives. For $J=1$ there are 9, of which 3 odd and 3 even transverse states remain; for $J=2$ there are 15, leaving 5 of each parity. These are one electric and one magnetic multiplet for each of $J=1$ and $J=2$.

For an isolated atom the consequence is a strict selection rule, provided $J$ denotes the total angular momentum of the atom, nuclear spin included. (If the nucleus has spin, the hyperfine interaction mixes electronic $J=0$ states with others, and the rule for the electronic $J$ alone is not exact.) Neglect recoil at first. If initial and final atomic states both have $J=0$, the final atom plus one photon has total angular momentum equal to the photon's, at least 1, while the initial total was 0. Conservation of angular momentum forbids the transition, whatever the photon's multipole type. Recoil does not change this. For an atom initially at rest, let $\mathbf F(\mathbf k)$ be the amplitude for a photon of momentum $\mathbf k$ and a final atom of momentum $-\mathbf k$. It is again transverse and must again obey $\mathbf F(R\mathbf k)=R\,\mathbf F(\mathbf k)$, so it vanishes by the same half turn. The rule does not extend to two photons. Two photons sharing one $J=1$ triplet have six exchange-symmetric states, and diagonalization gives one with total $J=0$, none with $J=1$ and five with $J=2$. The rule also presupposes rotational symmetry about the atom; an external field can mix $J=0$ with other states.

The labels refer to a chosen origin, and the distance from it decides how the field at a point divides among the multipoles. Vacuum fluctuations of $\mathbf E$ at fixed $k$ are proportional to $\sum|\mathbf u|^2$. Setting $\mathbf r=\mathbf r'$ in (1) and taking the trace gives

$$\sum_{JM\tau}|\mathbf u|^2=\frac{k^2}{(2\pi)^3}\,4\pi\,(3-1)=\frac{k^2}{\pi^2},$$

the same at every point. Let $s^\tau_J$ be the fraction belonging to one multipole, summed over $M$, and $x=kr$. The sum $\sum_M|\mathbf X_{JM}|^2$ is independent of direction and integrates to $2J+1$, so it equals $(2J+1)/4\pi$, as does $\sum_M|Y_{JM}|^2$. Thus

$$s^{\rm M}_J=\frac{2J+1}2j_J^2,\qquad s^{\rm E}_J=\frac{2J+1}2\left[J(J+1)\frac{j_J^2}{x^2}+\left(\frac{(xj_J)'}x\right)^2\right].$$

The recurrences $(2J+1)j_J/x=j_{J-1}+j_{J+1}$ and $(2J+1)(xj_J)'/x=(J+1)j_{J-1}-Jj_{J+1}$ cancel the cross terms in the bracket and give

$$s^{\rm E}_J=\tfrac12\left[(J+1)j_{J-1}^2+Jj_{J+1}^2\right].$$

Averaging $|e^{i\mathbf k\cdot\mathbf r}|^2=1$ over directions yields $\sum_{L\ge0}(2L+1)j_L^2=1$. The magnetic total is therefore $(1-j_0^2)/2$. In the electric total, $j_L^2$ with $L\ge1$ has coefficient $\frac12[(L+2)+(L-1)]=\frac12(2L+1)$, while $j_0^2$ has coefficient 1, so the total is $(1+j_0^2)/2$. Far from the origin $j_0\to0$ and the types share equally. Near it, $j_0=\sin x/x\approx1-x^2/6$ and $j_J\approx x^J/(2J+1)!!$ for $J\ge1$ give, to order $x^2$,

$$s^{\rm E}_1\approx1-\frac{x^2}3,\qquad s^{\rm M}_1\approx s^{\rm E}_2\approx\frac{x^2}6.$$

At the origin the electric field is purely E1. For the magnetic field the two types change places, since the curl exchanges them, and there M1 survives.

Take as a model a photon energy of 2 eV (0.0735 hartree), for which $k=1.0135\times10^{-3}$ Å$^{-1}$ and the wavelength is 6199 Å. At 1 Å, a typical atomic distance, $x^2/6=(1.0135\times10^{-3})^2/6=1.71\times10^{-7}$. The M1 and E2 shares both have this value, and E1 holds all but about $3.4\times10^{-7}$. These are shares of the electric field, not emission rates, which also depend on the atom's transition moments. In particular a magnetic moment couples to $\mathbf B$, which near the origin is almost purely M1, so the M1 rate is not governed by $x^2/6$: for a moment of one Bohr magneton ($\mu=\tfrac12$ in these units) against an electric dipole $d$ of 1 $e$Å, the ratio of rates at equal frequency is $(\mu/cd)^2\approx3.7\times10^{-6}$, whatever the photon energy.

At 1000 Å, $x=1.0135$ and several multipoles contribute: E1 has 70.3%, M1 and E2 13.9% each, M2 1.0% and E3 0.8%. The leading estimate $x^2/6=0.171$ is now too large. M1 and E2 remain close because their difference is $s^{\rm E}_2-s^{\rm M}_1=j_3^2$, here $0.139069-0.138981\approx9\times10^{-5}$. The electric and magnetic totals are 85.1% and 14.9%.

The energy formula can be seen at work in a classical wave packet with $\sum_\alpha|a_\alpha|^2=1$ and mean $\omega$ of 2 eV. It has weight 0.64 in E1, $M=0$, with real amplitudes, and 0.36 in M2, $M=1$, both parts having the same distribution in $k$ and hence the same mean $\omega$. Integrating the fields over space gives 2.00 eV, as the amplitudes require, but at the chosen instant 1.64 eV is electric and 0.36 eV magnetic. The pair terms explain the imbalance. For $M=0$ the modes are purely imaginary, so with real $a$ the E1 part of $\mathbf B$ vanishes and its whole energy, $0.64\times2=1.28$ eV, is electric. The M2 part has no partner with $M=-1$, hence no pair term, and its $0.72$ eV divides evenly. The electric energy is thus $1.28+0.36=1.64$ eV. The numerical output lists these values and the errors of the mode tests.

## Table of computed values

```
photon energy: 2.000 eV = 0.073499 hartree
wave number k: 1.013546e-03 1/angstrom
wavelength: 6199.21 angstrom
mode density k^2/pi^2: 1.04085e-07 1/angstrom^2
parity of E1 mode: -1
parity of M1 mode: +1
parity of E2 mode: +1
parity of M2 mode: -1
parity of E3 mode: -1
parity of M3 mode: +1
J=0: vector fields with L<=3: 1; transverse, parity +: 0, parity -: 0
J=1: vector fields with L<=3: 9; transverse, parity +: 3, parity -: 3
J=2: vector fields with L<=3: 15; transverse, parity +: 5, parity -: 5
two photons in one J=1 triplet, states with total J=0,1,2: 1 0 5
distance 1 angstrom: kr = 1.013546e-03 (no unit)
  shares (no unit): E1 9.999997e-01, M1 1.712126e-07
  shares (no unit): E2 1.712126e-07, M2 1.172550e-14
  shares (no unit): E3 9.380403e-15, M3 3.441522e-22
  sums J=1..10 (no unit): E 0.99999983, M 0.00000017
distance 1000 angstrom: kr = 1.013546e+00 (no unit)
  shares (no unit): E1 7.032101e-01, M1 1.389815e-01
  shares (no unit): E2 1.390691e-01, M2 1.011273e-02
  shares (no unit): E3 8.091883e-03, M3 3.068451e-04
  sums J=1..10 (no unit): E 0.85059379, M 0.14940621
(kr)^2/6 at 1 angstrom: 1.712126e-07 (no unit)
packet weights (no unit): E1 0.64, M2 0.36
packet width parameter in photon energy: 0.260 eV
packet energy from amplitudes: 2.00000000 eV
packet energy from fields: 2.00000000 eV
  electric part: 1.640000 eV, magnetic part: 0.360000 eV
largest error, divergence and curl: 8.6e-11 (k=1.3 units)
largest error, action of J: 9.1e-11 (k=1.3 units)
largest error, plane-wave form: 3.8e-16 (k=1.3 units)
largest error, orthonormality: 1.9e-14 (no unit)
largest error, completeness: 5.1e-17 (k=1.3 units)
```
